# Fringe thickness in laser interferometry of a silicon dioxide etch: test program

```python
"""
Result under test: when a transparent film of index n on a reflecting substrate
is etched under normally incident light of vacuum wavelength lam, the reflectance
R has one maximum and one minimum per thickness lam/(2 n) removed.

Symbols: d = remaining film thickness (nm), k0 = 2 pi/lam,
r_top, r_bottom = amplitude reflection coefficients of the two film interfaces,
phi = 4 pi n d/lam = round-trip phase. Time factor exp(-i omega t), so an
absorbing medium has an index with positive imaginary part.
The reference curve R(d) comes from direct integration of E'' = -(n k0)^2 E.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

wavelength = 632.8            # nm
film_index = 1.457
substrate_index = 4.0 + 0.1j  # round model value
initial_thickness = 1000.0    # nm
fringe_time = 130.0           # s, time between successive maxima
k0 = 2 * np.pi / wavelength


def reflectance_from_wave_equation(n_film, n_sub):
    """Return R(d), found by integrating the field upward from the substrate."""
    def slope(z, y):          # y = (E, E'/k0)
        return [k0 * y[1], -k0 * n_film**2 * y[0]]
    start = np.array([1.0 + 0j, -1j * n_sub])   # only a downward wave below
    field = solve_ivp(slope, (0.0, initial_thickness), start, method="DOP853",
                      rtol=1e-11, atol=1e-13, max_step=5.0,
                      dense_output=True).sol

    def reflectance(d):
        e, de = field(d)
        incoming = (e + 1j * de) / 2
        reflected = (e - 1j * de) / 2
        return np.abs(reflected / incoming)**2
    return reflectance


def find_extrema(reflectance):
    """Thicknesses of maxima and minima, in order, with their kind."""
    def difference(d):
        return reflectance(d + 1.0) - reflectance(d - 1.0)
    grid = np.arange(1.0, initial_thickness - 0.5, 1.0)
    values = difference(grid)
    found = []
    for i in range(len(grid) - 1):
        if values[i] * values[i + 1] < 0:
            place = brentq(difference, grid[i], grid[i + 1], xtol=1e-10)
            found.append((place, "max" if values[i] > 0 else "min"))
    return found


def interface_amplitudes(n_film, n_sub):
    return (1 - n_film) / (1 + n_film), (n_film - n_sub) / (n_film + n_sub)


fringe = wavelength / (2 * film_index)
assert round(fringe) == 217

thicknesses = np.linspace(0.0, initial_thickness, 801)
results = {}
for n_sub in (substrate_index, 2.0 + 3.0j):
    R = reflectance_from_wave_equation(film_index, n_sub)
    r_top, r_bottom = interface_amplitudes(film_index, n_sub)
    s, delta = abs(r_bottom), np.angle(r_bottom)

    # closed sum of all internal reflections against the wave equation
    turn = np.exp(4j * np.pi * film_index * thicknesses / wavelength)
    r_sum = (r_top + r_bottom * turn) / (1 + r_top * r_bottom * turn)
    assert np.max(np.abs(np.abs(r_sum)**2 - R(thicknesses))) < 1e-7

    # reflectance written with a single cosine against the wave equation
    u = 2 * r_top * s * np.cos(2 * np.pi * thicknesses / fringe + delta)
    R_cosine = (r_top**2 + s**2 + u) / (1 + r_top**2 * s**2 + u)
    assert np.max(np.abs(R_cosine - R(thicknesses))) < 1e-7

    # one maximum and one minimum per fringe, with the derived spacing
    extrema = find_extrema(R)
    kinds = [kind for _, kind in extrema]
    assert len(extrema) >= 8
    assert all(a != b for a, b in zip(kinds, kinds[1:]))
    places = np.array([place for place, _ in extrema])
    assert np.max(np.abs(places[2:] - places[:-2] - fringe)) < 1e-3
    assert np.max(np.abs(np.diff(places) - fringe / 2)) < 1e-3

    # positions and heights of the extrema
    maxima = np.array([p for p, kind in extrema if kind == "max"])
    minima = np.array([p for p, kind in extrema if kind == "min"])
    order = (maxima / fringe) - (np.pi - delta) / (2 * np.pi)
    assert np.max(np.abs(order - np.round(order))) < 1e-5
    R_max = ((abs(r_top) + s) / (1 + abs(r_top) * s))**2
    R_min = ((abs(r_top) - s) / (1 - abs(r_top) * s))**2
    assert np.max(np.abs(R(maxima) - R_max)) < 1e-7
    assert np.max(np.abs(R(minima) - R_min)) < 1e-7
    results[n_sub] = (R, maxima, minima, R_max, R_min, r_top, r_bottom)

# the substrate shifts the fringes although it leaves their spacing unchanged
shift = abs(results[substrate_index][1][0] - results[2.0 + 3.0j][1][0])
assert 1.0 < shift < fringe - 1.0

# fringes vanish when either interface stops reflecting
R_matched_bottom = reflectance_from_wave_equation(film_index, film_index)
R_matched_top = reflectance_from_wave_equation(1.0, substrate_index)
spread_bottom = np.ptp(R_matched_bottom(thicknesses))
spread_top = np.ptp(R_matched_top(thicknesses))
assert spread_bottom < 1e-7 and spread_top < 1e-7

R, maxima, minima, R_max, R_min, r_top, r_bottom = results[substrate_index]
measured_spacing = np.mean(np.diff(maxima))
rate = fringe / fringe_time

print(f"Vacuum wavelength: {wavelength:.1f} nm")
print(f"Film index: {film_index:.3f}")
print(f"Wavelength inside the film: {wavelength / film_index:.2f} nm")
print(f"Thickness per fringe, formula: {fringe:.2f} nm")
print(f"Thickness per fringe, wave equation: {measured_spacing:.2f} nm")
print(f"Thickness from maximum to next minimum: {fringe / 2:.2f} nm")
print(f"Thickness per fringe if index is forgotten: {wavelength / 2:.1f} nm")
print(f"Model substrate index: {substrate_index.real:.1f} + "
      f"{substrate_index.imag:.1f}i")
print(f"Top interface amplitude: {r_top:.4f}")
print(f"Bottom interface amplitude, modulus: {abs(r_bottom):.4f}")
print(f"Bottom interface amplitude, phase: {np.angle(r_bottom):.4f} rad")
print(f"Largest reflectance: {R_max:.4f}")
print(f"Smallest reflectance: {R_min:.4f}")
print(f"Reflectance at initial thickness: {R(initial_thickness):.4f}")
print(f"Reflectance of bare substrate: {R(0.0):.4f}")
print(f"Initial film thickness: {initial_thickness:.0f} nm")
print("Remaining thickness at maxima (nm): "
      + ", ".join(f"{p:.1f}" for p in maxima[::-1]))
print("Remaining thickness at minima (nm): "
      + ", ".join(f"{p:.1f}" for p in minima[::-1]))
print(f"Number of maxima during etch: {len(maxima)}")
print(f"Number of minima during etch: {len(minima)}")
print(f"Fringes in the whole film: {initial_thickness / fringe:.3f}")
print(f"Time between maxima: {fringe_time:.0f} s")
print(f"Etch rate: {rate:.3f} nm/s")
print(f"Etch rate, converted: {rate * 60:.1f} nm/min")
print(f"Time to clear the film: {initial_thickness / rate:.1f} s")
print(f"First-maximum shift with substrate 2.0 + 3.0i: {shift:.1f} nm")
print(f"Reflectance swing, bottom interface matched: {spread_bottom:.0e}")
print(f"Reflectance swing, top interface matched: {spread_top:.0e}")
print("all good")
```

Running it gives:

```
Vacuum wavelength: 632.8 nm
Film index: 1.457
Wavelength inside the film: 434.32 nm
Thickness per fringe, formula: 217.16 nm
Thickness per fringe, wave equation: 217.16 nm
Thickness from maximum to next minimum: 108.58 nm
Thickness per fringe if index is forgotten: 316.4 nm
Model substrate index: 4.0 + 0.1i
Top interface amplitude: -0.1860
Bottom interface amplitude, modulus: 0.4663
Bottom interface amplitude, phase: -3.1206 rad
Largest reflectance: 0.3603
Smallest reflectance: 0.0942
Reflectance at initial thickness: 0.1343
Reflectance of bare substrate: 0.3603
Initial film thickness: 1000 nm
Remaining thickness at maxima (nm): 867.9, 650.8, 433.6, 216.4
Remaining thickness at minima (nm): 976.5, 759.3, 542.2, 325.0, 107.9
Number of maxima during etch: 4
Number of minima during etch: 5
Fringes in the whole film: 4.605
Time between maxima: 130 s
Etch rate: 1.670 nm/s
Etch rate, converted: 100.2 nm/min
Time to clear the film: 598.6 s
First-maximum shift with substrate 2.0 + 3.0i: 22.7 nm
Reflectance swing, bottom interface matched: 3e-16
Reflectance swing, top interface matched: 1e-15
all good
```
